\section*{An acceptor quartet under combined tetragonal and trigonal strain}

\section*{Problem}

The ground level of a shallow acceptor in a cubic semiconductor such as silicon is fourfold. It transforms like the four states of a spin $J=3/2$. A uniform static strain $\varepsilon_{ij}$ acts on it, with no magnetic field. To first order in strain the hole-energy Hamiltonian is
\begin{equation}
H=a'\,\mathrm{Tr}\,\varepsilon+b'\sum_i\Bigl(J_i^2-\tfrac54\Bigr)\varepsilon_{ii}
+\frac{d'}{\sqrt3}\sum_{i<j}\{J_i,J_j\}\,\varepsilon_{ij},
\label{H}
\end{equation}
where $\{A,B\}=AB+BA$, the $J_i$ are dimensionless, and $\varepsilon_{xy}$ is the tensor shear, half the engineering shear. The primed constants belong to the acceptor; $b$ and $d$ are their counterparts for the valence-band edge. The strain has a tetragonal and a trigonal part:
\[
\varepsilon_{xx}=\varepsilon_{yy},\qquad t=\varepsilon_{zz}-\varepsilon_{xx},\qquad
s=\varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}.
\]

\begin{enumerate}
\item Why are there three constants, and why can $b'/b$ differ from $d'/d$?
\item Find the levels and their degeneracies. How is the splitting under both strains related to the splittings under each alone?
\item Evaluate the splittings for compressive stresses of 60 MPa along $[001]$ and 80 MPa along $[111]$, with the parameters given in the solution, and judge what the model neglects.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Sort the Hermitian $4\times4$ matrices by their behaviour under time reversal, which sends $\mathbf J$ to $-\mathbf J$.
\item Write the five quadrupole matrices in the basis $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$ as products of two Pauli matrices. What are their anticommutators?
\item Square the shear part of $H$ before trying to solve a quartic equation. Then use its trace.
\item For the geometry, look at the angle between a cube axis and a body diagonal.
\end{enumerate}

\section*{Solution}

\subsection*{The three constants}

The sixteen independent Hermitian $4\times4$ matrices are tensors in $\mathbf J$ of rank 0, 1, 2 and 3, with $1+3+5+7$ members. Ranks 1 and 3 are odd under time reversal. Strain is even, so it can multiply the unit matrix and the five quadrupoles. Cubic symmetry divides the quadrupoles into a pair, built from the $J_i^2$, and a triplet, built from the $\{J_i,J_j\}$. It divides the strain into its trace, a pair of differences of diagonal elements and a triplet of shears. An invariant joins like to like, with one constant for each kind. This gives $a'$, $b'$ and $d'$.

\subsection*{The quadrupole matrices}

Define
\begin{align*}
G_1&=J_z^2-\tfrac54, & G_2&=\frac{J_x^2-J_y^2}{\sqrt3}, & G_3&=\frac{\{J_x,J_y\}}{\sqrt3},\\
G_4&=\frac{\{J_y,J_z\}}{\sqrt3}, & G_5&=\frac{\{J_z,J_x\}}{\sqrt3}.
\end{align*}
The diagonal of $G_1$ is $(1,-1,-1,1)$. The raising operator $J_+$ has elements $\sqrt3,2,\sqrt3$ next to the diagonal. The element of $\{J_z,J_x\}$ between $m$ and $m'$ is $(m+m')(J_x)_{mm'}$. Above the diagonal this gives $\sqrt3,\,0,\,-\sqrt3$; for $J_y$ there is an extra factor $-i$. Finally,
\[
J_x^2-J_y^2=\tfrac12(J_+^2+J_-^2),\qquad \{J_x,J_y\}=\tfrac1{2i}(J_+^2-J_-^2),
\]
and both non-zero elements of $J_+^2$ equal $2\sqrt3$. Therefore
\begin{align*}
G_1&=\sigma_z\otimes\sigma_z, & G_2&=\sigma_x\otimes1, & G_3&=\sigma_y\otimes1,\\
G_4&=\sigma_z\otimes\sigma_y, & G_5&=\sigma_z\otimes\sigma_x .
\end{align*}
Any two different members contain anticommuting Pauli matrices in one factor and commuting ones in the other, and each member squares to one. Hence
\begin{equation}
\{G_k,G_l\}=2\delta_{kl}.
\label{cliff}
\end{equation}

\subsection*{Why the acceptor ratios differ}

The shear part of the band Hamiltonian has the form of (\ref{H}) with $k_ik_j$ in place of $\varepsilon_{ij}$. Acting on an $s$-like envelope, it creates $d$-like envelopes $|d_k\rangle$, each accompanied by $G_k$. The leading form of the bound state is then
\[
|\psi_m\rangle=c_0|s\rangle|m\rangle+\sum_k a_k|d_k\rangle G_k|m\rangle ,
\]
with $a_1=a_2=\alpha$ and $a_3=a_4=a_5=\beta$ by cubic symmetry. In a spherical band $\alpha=\beta$. Let $w_E=2\alpha^2$ and $w_T=3\beta^2$ be the two $d$ weights, so that $c_0^2=1-w_E-w_T$.

Uniform strain acts on the band index and leaves the envelope alone. A band matrix $G_j$ therefore becomes $c_0^2G_j+\sum_k a_k^2G_kG_jG_k$ in the quartet. By (\ref{cliff}), $G_kG_jG_k$ is $G_j$ for $k=j$ and $-G_j$ otherwise. For $j$ in the pair, and then in the triplet,
\begin{align*}
\frac{b'}{b}&=c_0^2+\alpha^2-\alpha^2-3\beta^2=1-w_E-2w_T,\\
\frac{d'}{d}&=c_0^2-2\alpha^2+\beta^2-2\beta^2=1-2w_E-\tfrac43w_T .
\end{align*}
For $\alpha=\beta$, $w_T=\tfrac32w_E$ and both ratios are $1-4w_E$. Cubic anisotropy makes them differ. Cubic symmetry also admits a second triplet term, in which $|d_k\rangle$ carries a product such as $G_1G_3$; it is absent at first order in the shear coupling. This term, higher envelopes and the split-off band are omitted here, but the symmetry argument for three constants does not depend on that.

\subsection*{Levels and degeneracy}

Since $\sum_iJ_i^2=15/4$, the matrices $J_i^2-\tfrac54$ add to zero. The diagonal strain enters through differences, and for $\varepsilon_{xx}=\varepsilon_{yy}$ it gives $b't\,G_1$. The shears give $d's(G_3+G_4+G_5)$. With $p=b't$ and $v=d's$, the shear part of $H$ is
\begin{equation}
h=pG_1+v(G_3+G_4+G_5)=
\begin{pmatrix}
p&(1-i)v&-iv&0\\
(1+i)v&-p&0&-iv\\
iv&0&-p&-(1-i)v\\
0&iv&-(1+i)v&p
\end{pmatrix}.
\label{h}
\end{equation}
In $h^2$ every cross term is an anticommutator of two different $G_k$ and vanishes. The four squares remain:
\begin{equation}
h^2=(p^2+3v^2)\,1=\Lambda^2\,1,\qquad \Lambda^2=(b't)^2+3(d's)^2 .
\label{lam}
\end{equation}
Each eigenvalue of $h$ is thus $+\Lambda$ or $-\Lambda$. The trace of $h$ is zero, so for $\Lambda\ne0$ each sign occurs twice:
\begin{equation}
E_\pm=a'\,\mathrm{Tr}\,\varepsilon\pm\Lambda\qquad\text{(each twofold)}.
\end{equation}
The splitting is $\Delta=2\Lambda$. Setting $s=0$ gives $\Delta_{\rm tet}=2|b't|$; setting $t=0$ gives $\Delta_{\rm tri}=2\sqrt3\,|d's|$. Therefore
\begin{equation}
\Delta^2=\Delta_{\rm tet}^2+\Delta_{\rm tri}^2 .
\label{sum}
\end{equation}
The signs of the two strains do not matter. If one part is much the smaller, it enters the total at second order: for $\Delta_{\rm tri}\ll\Delta_{\rm tet}$, $\Delta\approx\Delta_{\rm tet}+\Delta_{\rm tri}^2/(2\Delta_{\rm tet})$.

The pairing has a deeper reason than the algebra of this model. Static strain respects time reversal, and for a state of half-integer spin the time-reversed state is orthogonal to the original and has the same energy. This is Kramers' theorem. It holds at any strain, whereas (\ref{sum}) belongs to the linear quartet model.

\subsection*{The geometry behind the sum}

For a unit vector $\mathbf n$ let $T_{\mathbf n}=(\mathbf n\cdot\mathbf J)^2-\tfrac54$, and write $T_i$ for the cube axes. Expanding the square gives
\[
T_{\mathbf n}=\sum_in_i^2T_i+\sum_{i<j}n_in_j\{J_i,J_j\}.
\]
From $J_x^2+J_y^2=\tfrac{15}4-J_z^2$ one finds $T_{x}=-\tfrac12G_1+\tfrac{\sqrt3}2G_2$ and $T_y=-\tfrac12G_1-\tfrac{\sqrt3}2G_2$, while $T_z=G_1$. Equation (\ref{cliff}) then gives $\{T_i,T_j\}=3\delta_{ij}-1$. For a second unit vector $\mathbf m$ at angle $\theta$,
\begin{align}
\{T_{\mathbf n},T_{\mathbf m}\}
&=\sum_{ij}n_i^2m_j^2(3\delta_{ij}-1)+6\sum_{i<j}n_in_jm_im_j\nonumber\\
&=3(\mathbf n\cdot\mathbf m)^2-1=3\cos^2\theta-1 .
\label{angle}
\end{align}
Along $[111]$ every product $n_in_j$ is $1/3$, so $T_{111}=(G_3+G_4+G_5)/\sqrt3$ and
\[
h=p\,T_z+u\,T_{111},\qquad u=\sqrt3\,d's .
\]
A body diagonal makes an angle with $\cos^2\theta=1/3$ to each cube axis. The anticommutator vanishes there, and $p$ and $u$ add like perpendicular components of a vector.

The same products give the splitting for an arbitrary strain:
\begin{align}
\Lambda^2&=\frac{b'^2}{2}\sum_{ij}\varepsilon_{ii}\varepsilon_{jj}(3\delta_{ij}-1)+d'^2\sum_{i<j}\varepsilon_{ij}^2\nonumber\\
&=\frac{b'^2}{2}\sum_{i<j}(\varepsilon_{ii}-\varepsilon_{jj})^2+d'^2\sum_{i<j}\varepsilon_{ij}^2 .
\label{gen}
\end{align}
The last step uses $3\sum_i\varepsilon_{ii}^2-(\sum_i\varepsilon_{ii})^2=\sum_{i<j}(\varepsilon_{ii}-\varepsilon_{jj})^2$. In the spherical case $d'=\sqrt3\,b'$, (\ref{gen}) becomes $\tfrac32b'^2$ times the sum of the squares of all nine elements of the traceless strain. That sum is unchanged by rotation, so the crystal axes drop out.

\subsection*{The states}

Let $P=(1-h/\Lambda)/2$ project on the lower level, where $h=-\Lambda$. From (\ref{cliff}), $G_1h+hG_1=2p$. Placing this between two factors $P$ gives $-2\Lambda\,PG_1P=2pP$. The projector on $m=\pm\tfrac32$ is $(1+G_1)/2$, so every state of the lower level has the weight
\begin{equation}
w_{3/2}=\frac12\Bigl(1-\frac p\Lambda\Bigr)
\end{equation}
on $m=\pm\tfrac32$. For tetragonal strain alone with $p>0$ the lower level is purely $m=\pm\tfrac12$. For trigonal strain alone the weight is one half.

\subsection*{Numbers}

Take $b'=-1.4$ eV, $d'=-3.7$ eV, $b=-2.2$ eV, $d=-5.0$ eV, $C_{11}=166$ GPa, $C_{12}=64$ GPa and $C_{44}=80$ GPa. These are inputs chosen for the example, of roughly the size that applies to boron in silicon; they are not meant as precise measured values. The ratios are $b'/b=0.64$ and $d'/d=0.74$. Solving the two admixture formulas gives $w_E\approx0.01$ and $w_T\approx0.18$. In this picture the $d$ part lies mostly in the triplet, whereas a spherical band would have $w_T=1.5\,w_E$. The small $w_E$ is a difference of nearly equal terms, so the rough inputs do not fix its value. The formulas also omit the split-off band, which in silicon lies only about 44 meV from the band edge, close to the acceptor binding energy. Both weights are therefore illustrations of the fourfold-band model, not quantitative values for boron in silicon.

The stress along $[001]$ is $\sigma_1=-60$ MPa. Subtracting two lines of Hooke's law gives $\sigma_{zz}-\sigma_{xx}=(C_{11}-C_{12})t$. The stress along $[111]$, $\sigma_2=-80$ MPa, has all elements equal to $\sigma_2/3$; it adds nothing to $t$, and $\sigma_{xy}=2C_{44}s$. Thus
\begin{align*}
t&=\frac{-60}{102\,000}=-5.88\times10^{-4}, & p&=0.824\ \text{meV},\\
s&=\frac{-80}{6\times80\,000}=-1.67\times10^{-4}, & u&=1.068\ \text{meV}.
\end{align*}
Alone, the stresses split the quartet by 1.647 and 2.136 meV. Together,
\[
\Delta^2=2.713+4.563=7.276\ \text{meV}^2,\qquad \Delta=2.70\ \text{meV}.
\]
Numerical diagonalization of (\ref{h}) gives $-1.349$ meV twice and $+1.349$ meV twice. The lower level has $w_{3/2}=0.19$. With $b'$ and the strains held fixed, the spherical choice $d'=\sqrt3\,b'$ would give 2.16 meV, 20\% less than the cubic result. Here $d'/(\sqrt3\,b')$ is 1.53.

\subsection*{What the model neglects}

\textit{Excited envelopes.} By (\ref{cliff}), the band strain matrix squares to $\Lambda_{\rm band}^2$, given by (\ref{gen}) with $b,d$ in place of $b',d'$. Its value here is $\Lambda_{\rm band}=1.94$ meV. The squared coupling of a quartet eigenstate to all other states built from the fourfold band edge is then $\Lambda_{\rm band}^2-\Lambda^2$. If all these lie at least $W$ above, second-order perturbation theory lowers each level by at most $(\Lambda_{\rm band}^2-\Lambda^2)/W$. For $W=23$ meV, a rough height for the first excited level that strain can mix in, the bound is 0.08 meV, and to this order in strain the splitting changes by no more than that. This bound does not cover states drawn from the split-off band, which strain also mixes in. An excited doublet of that kind is treated in the second variation; in the model used there it adds about 0.11 meV.

\textit{Residual strain.} An extra $10^{-5}$ of the same sign in both $t$ and $s$, a round value, changes $\Delta$ by 0.12 meV, or 4\%; opposite signs give a smaller change. Such strains, varying from site to site, would broaden the splitting.

\textit{Temperature and field.} At 4.2 K, $k_BT=0.362$ meV. The two levels have equal degeneracy, so the upper one holds a fraction $1/(1+e^{\Delta/k_BT})=5.8\times10^{-4}$ of the holes in the quartet. A magnetic field breaks time reversal and splits the pairs. Adding $g\mu_BBJ_z$ with $g=1$ and $B=50\ \mu$T along $[001]$ to (\ref{h}) and diagonalizing gives 3.3 neV for the lower pair.

\textit{Real devices.} The example describes isolated boron acceptors in lightly doped, cold silicon under modest applied stress. Strained transistor channels carry stresses of order 1 GPa. Linear scaling of the $[001]$ result to 1 GPa would give $1.647\times1000/60\approx27$ meV, more than $W$. The isolated linear quartet is then no longer a usable approximation, although Kramers pairing remains. Heavy doping also breaks the assumption of isolated acceptors; its effect is outside this estimate.

\section*{Variation 1: two tetragonal strains}

\textit{Equal tetragonal strains $t$ are applied along $z$ and $x$. Do the squares of their splittings add?}

The shear part is $h=p(T_z+T_x)$. The axes are perpendicular, so (\ref{angle}) gives $\{T_z,T_x\}=-1$ and
\[
h^2=p^2(1+1-1)=p^2 .
\]
The splitting is $2|p|=1.65$ meV, that of one strain alone. The reason is visible in $T_x+T_y+T_z=0$: the two strains together equal one of opposite sign along $y$, apart from a volume change. For unequal strengths $p_1,p_2$ the result is $\Delta^2=4(p_1^2+p_2^2-p_1p_2)$. The levels are still twofold unless $p_1=p_2=0$.

\section*{Variation 2: a nearby doublet}

\textit{An excited doublet lies at height $W$ above the quartet. Let the six states be those of $L=1$ with spin $\tfrac12$, and let strain act on the orbital part with the same constants. Does (\ref{sum}) survive?}

In the Cartesian basis of $L=1$, $L_{\mathbf n}^2=1-\mathbf n\mathbf n^{T}$. Take the strain operator
\[
D=pA+uB,\qquad A=1-3\mathbf z\mathbf z^{T},\quad B=1-3\mathbf n\mathbf n^{T},\quad \mathbf n\parallel[111].
\]
In the quartet, the state $m=\tfrac32$ along $\mathbf z$ gives $A$ the value 1. The state $m=\tfrac12$ has weight $\tfrac23$ on $L_z=0$ and gives $\tfrac23(-2)+\tfrac13=-1$. So $A$ projects to $T_z$, $B$ to $T_{111}$ and $D$ to $h$. In the doublet the weights are exchanged, and $D$ projects to zero.

Comparing $\mathrm{Tr}\,AB=9\cos^2\theta-3$ with (\ref{angle}) shows that traceless symmetric matrices $X,Y$ project to quadrupoles with anticommutator $\mathrm{Tr}(XY)/3$. Since $A^2=2-A$, $B^2=2-B$ and $\mathrm{Tr}\,AB=0$,
\[
\mathrm{Tr}\,D^2=6\Lambda^2,\qquad \mathrm{Tr}\,D^3=-6q,\qquad q=p^3+u^3 .
\]
Let $R'$ be the projection of the traceless part of $D^2$. Then $\{R',h\}=-2q$. A traceless $3\times3$ matrix obeys $\mathrm{Tr}\,D^4=\tfrac12(\mathrm{Tr}\,D^2)^2$, so $R'^2=(18-12)\Lambda^4/6=\Lambda^4$.

Eliminating the doublet leaves, in the quartet,
\[
\Bigl[h-\frac{\Lambda^2+R'}{W-E}\Bigr]\phi=E\phi ,
\]
because the coupling out and back is the projection of $D^2$, namely $2\Lambda^2+R'$, less $h^2=\Lambda^2$. With $x=W-E$, squaring the quadrupole part gives
\[
\Bigl(E+\frac{\Lambda^2}{x}\Bigr)^2=\Lambda^2+\frac{2q}{x}+\frac{\Lambda^4}{x^2}.
\]
The $\Lambda^4$ terms cancel. Multiplying by $x$ yields
\[
E^3-WE^2-3\Lambda^2E+W\Lambda^2+2q=0 .
\]
Each root is a Kramers pair. Let $E_3$ be the root near $W$ and $S=W-E_3$ the sum of the other two. Their product is $-(W\Lambda^2+2q)/E_3$, so $\Delta^2=S^2+4(W\Lambda^2+2q)/E_3$. The coefficient of $E$ gives $S\approx-2\Lambda^2/W$, and to fourth order in strain
\[
\Delta^2\approx4\Lambda^2+\frac{8(p^3+u^3)}W-\frac{4\Lambda^4}{W^2}.
\]
The cubic term is itself a sum of separate contributions. The splitting therefore changes by about $2(p^3+u^3)/(W\Lambda)$, while (\ref{sum}) first fails in the last term:
\[
\Delta^2-\Delta_{\rm tet}^2-\Delta_{\rm tri}^2\approx-\frac{8p^2u^2}{W^2}.
\]
For the example, diagonalizing the six states gives $\Delta=2.80$ meV, a rise of 0.107 meV; the leading formula gives 0.115 meV. The failure of the sum is only $-0.17\%$ of $\Delta^2$, although the splitting itself has moved by 4\%. Measured agreement with (\ref{sum}) would therefore be weak evidence that the doublet is negligible.

Numerical values quoted here were computed with a short program.
